\section*{Local Convergence of the Roothaan Iteration and the Hartree--Fock Energy Hessian, part 1}

(Sections cited here and not found follow in the later parts.)

Take the hydrogen molecule with one real $s$ function on each nucleus, in atomic units. The two functions combine into an even orbital $g$ and an odd orbital $u$, orthonormal and fixed by inversion symmetry. In closed-shell Hartree--Fock theory both electrons occupy one real orbital, and every normalized real orbital in this basis has the form $\varphi = c\,g + s\,u$ with $c=\cos\theta$, $s=\sin\theta$. The whole self-consistent-field problem is a problem for the angle $\theta$. Two-electron integrals are written $(pq|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\phi_r(\mathbf r')\phi_s(\mathbf r')$, which for real orbitals is unchanged under $p\leftrightarrow q$, under $r\leftrightarrow s$ and under $pq\leftrightarrow rs$. An integral with an odd number of $u$ factors changes sign under inversion and therefore vanishes, as does the one-electron element $h_{gu}$. What survives is $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$, $J_{gu}=(gg|uu)$, the exchange integral $X_{gu}=(gu|gu)$, and $\Delta h=h_{uu}-h_{gg}$.

The Fock matrix built from $\varphi$ is $F_{pq}=h_{pq}+2(pq|\varphi\varphi)-(p\varphi|q\varphi)$. Inserting $\varphi\varphi=c^2gg+2cs\,gu+s^2uu$ and dropping the odd integrals gives $(gg|\varphi\varphi)=c^2J_{gg}+s^2J_{gu}$, $(uu|\varphi\varphi)=c^2J_{gu}+s^2J_{uu}$ and $(ug|\varphi\varphi)=2cs\,X_{gu}$. The exchange terms are $(g\varphi|g\varphi)=c^2J_{gg}+s^2X_{gu}$, $(u\varphi|u\varphi)=c^2X_{gu}+s^2J_{uu}$ and $(u\varphi|g\varphi)=cs\,(ug|gu)+sc\,(uu|gg)=cs\,(X_{gu}+J_{gu})$. Hence
\begin{align}
F_{gg}&=h_{gg}+c^2J_{gg}+s^2(2J_{gu}-X_{gu}),\nonumber\\
F_{uu}&=h_{uu}+c^2(2J_{gu}-X_{gu})+s^2J_{uu},\label{eq:h2fock}\\
F_{ug}&=cs\,(4X_{gu}-X_{gu}-J_{gu})=cs\,K,\qquad K\equiv 3X_{gu}-J_{gu}.\nonumber
\end{align}
At $\theta=0$ the matrix is diagonal, so $\varphi=g$ is self-consistent, and the orbital energies differ by
\begin{equation}
\Omega=\varepsilon_u-\varepsilon_g=\Delta h+2J_{gu}-X_{gu}-J_{gg},
\label{eq:h2gap}
\end{equation}
which is assumed positive, so that $g$ is the lower orbital. A Roothaan step replaces $\varphi$ by the lower eigenvector of $F(\theta)$. For small $\theta$ the diagonal elements in \eqref{eq:h2fock} change only at order $\theta^2$, while $F_{ug}=K\theta+O(\theta^3)$. The lower eigenvector is proportional to $(1,\theta')$ with eigenvalue $\varepsilon_g+O(\theta^2)$, and the second row of the eigenvalue equation reads $F_{ug}+\varepsilon_u\theta'=\varepsilon_g\theta'$ at first order. Therefore
\begin{equation}
\theta'=-\lambda\,\theta+O(\theta^3),\qquad \lambda=K/\Omega .
\label{eq:h2map}
\end{equation}
Each step multiplies the error by $-\lambda$. The error shrinks if $|\lambda|<1$, grows with alternating sign if $\lambda>1$, and grows with constant sign if $\lambda<-1$.

The same two numbers fix the curvature of the energy. The electronic energy is $2h_{\varphi\varphi}+(\varphi\varphi|\varphi\varphi)$ with $h_{\varphi\varphi}=h_{gg}+s^2\Delta h$ and $(\varphi\varphi|\varphi\varphi)=c^4J_{gg}+s^4J_{uu}+c^2s^2(2J_{gu}+4X_{gu})$. With $s^2=\theta^2$, $c^4=1-2\theta^2$ and $c^2s^2=\theta^2$ to second order,
\begin{equation}
E(\theta)-E_0=2\theta^2\,(\Delta h-J_{gg}+J_{gu}+2X_{gu})=2\,(\Omega+K)\,\theta^2=2\,\Omega\,(1+\lambda)\,\theta^2 ,
\label{eq:h2energy}
\end{equation}
where the middle form follows by adding \eqref{eq:h2gap} to $K$, since $2J_{gu}-J_{gu}=J_{gu}$ and $-X_{gu}+3X_{gu}=2X_{gu}$. The point $\theta=0$ is a minimum of $E(\theta)$ when $\lambda>-1$ and a maximum when $\lambda<-1$. With $\lambda>1$ the iteration runs away from a minimum by overshooting it, and with $\lambda<-1$ it slides off a maximum.

In the STO-3G basis at $R=1.4$ bohr the integrals, in hartree, are $\Delta h=0.77719$, $J_{gg}=0.67459$, $J_{gu}=0.66356$ and $X_{gu}=0.18126$ (the program prints $X_{gu}$ under the name Kgu). Then $\Omega=0.77719+1.32712-0.18126-0.67459=1.2485$ and $K=0.54378-0.66356=-0.1198$, and $\lambda=-0.11979/1.24847=-0.09595$. The error keeps its sign and loses a factor of about ten per step. At $R=6$ bohr, $\Delta h=0.01287$, $J_{gg}=0.46746$, $J_{gu}=0.47064$ and $X_{gu}=0.30402$, so that $\Omega=0.01287+0.94128-0.30402-0.46746=0.1827$ and $K=0.91206-0.47064=0.4414$, and $\lambda=0.44142/0.18266=2.4166$. The sum $\Omega+K=0.62408$ is positive, and $d^2E/d\theta^2=4\times0.62408=2.4963$ hartree, which is also the value obtained by finite differences of the energy. The point is a minimum, yet the full nonlinear iteration started at $10^{-4}$ gives
\begin{equation*}
1.000\times10^{-4},\quad -2.417\times10^{-4},\quad 5.840\times10^{-4},\quad -1.411\times10^{-3},\quad 3.411\times10^{-3}.
\end{equation*}
Between the two distances $\lambda$ passes through $1$, at $R_c=4.2690$ bohr ($2.2591$ \AA). This distance belongs to the minimal basis and is not converged: the largest eigenvalue of the general problem treated below reaches $1$ at $5.47$ bohr in 6-31G, $5.67$ bohr in cc-pVDZ and $5.81$ bohr in cc-pVTZ, and at $6$ bohr it is $1.30$, $1.17$ and $1.09$ in these bases instead of $2.42$. At $0.97R_c$, where $\lambda=0.9121$, a run started $10^{-4}$ from the solution converges to it, and at $1.03R_c$, where $\lambda=1.0911$, it does not.

The cause is visible in the symmetrically orthogonalized atomic functions $A$ and $B$, with $g=(A+B)/\sqrt2$ and $u=(A-B)/\sqrt2$. Let $U=(AA|AA)$ and $V=(AA|BB)$. From $gu=(AA-BB)/2$ follows $X_{gu}=(U-V)/2$ exactly, and from $gg,\,uu=(AA+BB\pm2AB)/2$ follow $J_{gu}=(U+V)/2-(AB|AB)$ and $J_{gg}+J_{uu}-2J_{gu}=4(AB|AB)$. At large $R$ the product $AB$ vanishes, $\Delta h\to0$, $J_{gg}\to J_{gu}$ and $V\to1/R$, so that $\Omega\to V$, $K\to U-2V$ and $\lambda\to UR-2$. At $6$ bohr, neglect of $(AB|AB)$ gives $U=J_{gu}+X_{gu}=0.7747$ and $V=J_{gu}-X_{gu}=0.1666$, the latter equal to $1/R$ within $10^{-4}$ hartree. The asymptotic estimate $6\times0.7747-2=2.65$ lies about ten per cent above the exact $2.42$, because the gap $\Omega=V+\Delta h+(J_{gu}-J_{gg})=0.16662+0.01287+0.00318$ still contains two overlap terms. A rotation $\theta$ puts $(c+s)^2=1+\sin2\theta$ electrons on atom $A$. Since $A,B=(g\pm u)/\sqrt2$, one has $F_{AA}-F_{BB}=2F_{ug}=K\sin2\theta$. For $K>0$, as at $6$ bohr but not at $1.4$ bohr, the excess charge raises $F_{AA}$ relative to $F_{BB}$, the lower eigenvector responds by moving charge to $B$, and with a small gap it moves more charge than was displaced.

The fate of the growing oscillation can be followed beyond linear order in this model. The lower eigenvector minimizes $F_{gg}\cos^2\theta'+F_{uu}\sin^2\theta'+2F_{ug}\cos\theta'\sin\theta'$, which equals a constant minus $\tfrac12(F_{uu}-F_{gg})\cos2\theta'$ plus $F_{ug}\sin2\theta'$. The minimum is reached when $(\cos2\theta',\sin2\theta')$ is a positive multiple of $(F_{uu}-F_{gg},-2F_{ug})$. With $c^2,s^2=(1\pm\cos2\theta)/2$, equations \eqref{eq:h2fock} give $2F_{ug}=K\sin2\theta$ and $F_{uu}-F_{gg}=P+Q\cos2\theta$, where $P=\Delta h+(J_{uu}-J_{gg})/2$, $Q=2J_{gu}-X_{gu}-(J_{gg}+J_{uu})/2$ and $P+Q=\Omega$. The map is odd in $\theta$, so a point with $\theta'=-\theta\neq0$ returns to itself after two steps. Matching the sine components fixes the positive multiple to $1/K$, and the cosine components then require $K\cos2\theta=P+Q\cos2\theta$, or
\begin{equation}
\cos2\theta=\frac{P}{K-Q}.
\label{eq:cycle}
\end{equation}
For $P>0$ this lies between $0$ and $1$ exactly when $K>P+Q=\Omega$, so the two-cycle exists for $\lambda>1$ and grows continuously out of $\theta=0$ at $\lambda=1$. At $6$ bohr, neglect of $(AB|AB)$ gives $J_{uu}=2J_{gu}-J_{gg}$, hence $P=0.01287+0.00318=0.01605$ and $Q=V=0.16662$. Then $\cos2\theta=0.01605/0.27480=0.0584$ and $|\sin2\theta|=0.9983$. The run settles on a cycle of period two with $0.0017$ and $1.9983$ electrons on the first atom, in agreement with this, at an energy $0.318$ hartree above the minimum: the iteration alternates between the two ionic structures.

For a general closed-shell molecule with $n$ doubly occupied real orbitals in $N$ basis functions, the Roothaan equations $FC=SC\varepsilon$ become an ordinary symmetric eigenvalue problem under $C=S^{-1/2}C'$, and the iteration is the same in either form, so the basis is taken orthonormal from here on. The state is the projector $D=C_oC_o^{T}$ on the occupied orbitals, a real symmetric matrix with $D^2=D$ and $\operatorname{tr}D=n$; the electron density matrix is $2D$. With the linear map
\begin{equation}
G(D)_{pq}=\sum_{rs}\big[\,2(pq|rs)-(pr|qs)\,\big]D_{rs},
\label{eq:G}
\end{equation}
the Fock matrix and the energy are $F(D)=h+G(D)$ and $E(D)=2\operatorname{tr}hD+\operatorname{tr}D\,G(D)+E_{\rm nuc}$. For symmetric $Y$ and $Z$ one has $\operatorname{tr}Y\,G(Z)=\operatorname{tr}Z\,G(Y)$: renaming $p\leftrightarrow r$, $q\leftrightarrow s$ in the double sum turns $(pq|rs)$ into $(rs|pq)$ and $(pr|qs)$ into $(rp|sq)$, and both equal the originals. The two cross terms in the quadratic part of $E(D_0+\delta)$ are thus equal, and with $F_0=F(D_0)$,
\begin{equation}
E(D_0+\delta)=E(D_0)+2\operatorname{tr}F_0\,\delta+\operatorname{tr}\delta\,G(\delta)
\label{eq:Eexact}
\end{equation}
holds exactly for every symmetric $\delta$.

The undamped Roothaan step $\Phi(D)$ is the projector on the $n$ lowest eigenvectors of $F(D)$. Let $D_0=\Phi(D_0)$ be a fixed point, and work in the eigenbasis of $F_0$, with $i,j$ labelling the occupied orbitals and $a,b$ the virtual ones. In this basis $F_0=\operatorname{diag}(\varepsilon_p)$ and $D_0$ is the unit matrix on the occupied block and zero elsewhere. The one assumption is a strict gap between the highest occupied and the lowest virtual level, so that
\begin{equation}
\Omega_{ai}=\varepsilon_a-\varepsilon_i\ \ge\ \Omega_{\min}>0
\end{equation}
for all $m=n(N-n)$ pairs. A stationary point with an occupied level above a virtual one is not a fixed point of $\Phi$ at all, and at a vanishing gap $\Phi$ is not uniquely defined. Degeneracies among occupied or among virtual levels are allowed. The symbol $\Omega$ denotes the diagonal $m\times m$ matrix of the $\Omega_{ai}$.

Projectors near $D_0$ are labelled by their virtual--occupied block. Write $D=D_0+\delta$ and $\kappa_{ai}=\delta_{ai}=\delta_{ia}$. The condition $D^2=D$ becomes $\delta=D_0\delta+\delta D_0+\delta^2$. In the occupied block $D_0\delta$ and $\delta D_0$ each contribute $\delta_{oo}$, and in the virtual block neither contributes, so
\begin{equation}
\delta_{oo}=-\kappa^{T}\kappa-\delta_{oo}^2,\qquad \delta_{vv}=\kappa\kappa^{T}+\delta_{vv}^2 .
\label{eq:idem}
\end{equation}
For small $\kappa$ each right-hand side is a contraction on small matrices, so each equation has one small solution, $\delta_{oo}=-\kappa^T\kappa+O(\kappa^4)$ and $\delta_{vv}=\kappa\kappa^T+O(\kappa^4)$. A nearby projector is therefore determined by $\kappa$. Conversely every small $\kappa$ occurs. Let $A$ be the antisymmetric matrix with $A_{ai}=k_{ai}$, $A_{ia}=-k_{ai}$ and vanishing diagonal blocks. Then $e^{A}D_0e^{-A}=D_0+[A,D_0]+\tfrac12[A,[A,D_0]]+\dots$ is a projector of rank $n$. The product $AD_0$ keeps only the columns $i$ of $A$ and $D_0A$ only the rows $i$, so $[A,D_0]_{ai}=k_{ai}$ and $[A,D_0]_{ia}=-A_{ia}=k_{ai}$. The second-order term is a product of two block-off-diagonal matrices and is block diagonal. Thus $\kappa=k+O(k^3)$, which the inverse function theorem inverts near zero. The rotation angles $k$ and the coordinates $\kappa$ can be used interchangeably through second order; in the two-orbital model $\kappa=cs=\theta+O(\theta^3)$.

The change of the Fock matrix is $\delta F=G(\delta)$. To first order only the elements $\delta_{bj}=\delta_{jb}=\kappa_{bj}$ enter. Setting $p=a$, $q=i$ in \eqref{eq:G}, the terms $(r,s)=(b,j)$ give $2(ai|bj)-(ab|ij)$ and the terms $(r,s)=(j,b)$ give $2(ai|jb)-(aj|ib)$, so that
\begin{equation}
\delta F_{ai}=\sum_{bj}K_{ai,bj}\,\kappa_{bj}+O(\kappa^2),\qquad
K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib).
\label{eq:K}
\end{equation}
The matrix $K$ is symmetric: exchanging $ai$ with $bj$ gives $(bj|ai)$, $(ba|ji)$ and $(bi|ja)$, which the index symmetries return to $(ai|bj)$, $(ab|ij)$ and $(aj|ib)$. Its diagonal element is $3(ai|ai)-(aa|ii)$, the form found for H$_2$.

The new projector $D'=\Phi(D)$ is a smooth function of $\delta F$. An eigenvalue of a symmetric matrix moves by at most the operator norm $\|\delta F\|$ of a symmetric perturbation, so for $\|\delta F\|<\Omega_{\min}/2$ a fixed contour $\Gamma$ that crosses the real axis at mid-gap and far below the spectrum encloses exactly the $n$ lowest eigenvalues. Then $D'=(2\pi i)^{-1}\oint_\Gamma (z-F_0-\delta F)^{-1}dz$, and the resolvent is analytic in $\delta F$ on the contour. It follows that $D'=D_0+\delta'$ has a Taylor expansion with a remainder of second order. The first-order term is fixed by two properties of $D'$. It is a projector, so by \eqref{eq:idem} only the block $\kappa'$ is of first order. It commutes with the Fock matrix, $[F_0+\delta F,\,D_0+\delta']=0$, which at first order is $[F_0,\delta']+[\delta F,D_0]=0$. The $ai$ element of the first commutator is $(\varepsilon_a-\varepsilon_i)\kappa'_{ai}$, and that of the second is $(\delta F D_0)_{ai}-(D_0\,\delta F)_{ai}=\delta F_{ai}-0$. Hence $\kappa'_{ai}=-\delta F_{ai}/\Omega_{ai}$. The blocks $\delta F_{oo}$ and $\delta F_{vv}$ mix occupied orbitals among themselves or virtual ones among themselves and leave the projector unchanged at this order. Together with \eqref{eq:K},
\begin{equation}
\kappa'=-\Omega^{-1}K\,\kappa+O(\kappa^2).
\label{eq:map}
\end{equation}

For H$_2$ in two orbitals, the single number $\lambda=K/\Omega$ fixes both the error multiplier $-\lambda$ and the sign of the energy curvature, and for a general closed-shell molecule the Roothaan step has been linearized to \eqref{eq:map}. It remains to derive the general convergence criterion, relate it to the energy Hessian, and examine damping and level shifting.

Numbers in the example were calculated in double precision.
